\section*{Polarizability of Interacting Electrons in a Harmonic Well and LDA Response}

\section{Problem}

In Hartree atomic units, $N$ electrons move in the well $\tfrac12\omega_0^2r^2$ and repel each other through an interaction $\hat W$ that depends only on their relative positions. A static uniform field of strength $F$ along $z$ is applied. The electron charge is $-1$, so each electron acquires the potential energy $+Fz$, and the electronic dipole moment is $p=-\langle\sum_i z_i\rangle$. The ground state without field is nondegenerate. The polarizability is defined by $p=\alpha F$ for small $F$.

\begin{enumerate}
\item[(a)] Determine $\alpha$ and the change of the ground-state energy for the interacting system. What happens if the well is not harmonic?
\item[(b)] For Coulomb repulsion and closed shells, derive the radial equations of self-consistent linear response in the local density approximation (LDA).
\item[(c)] Solve these equations in closed form and compare $\alpha$ with part (a). Which properties of LDA does the comparison test?
\item[(d)] Let $\alpha_0$ be the polarizability obtained from the Kohn--Sham response function $\chi_0$ alone, with the induced potential left out. Find a lower bound on $\alpha_0$ and a condition under which it must differ from $\alpha$.
\item[(e)] Evaluate the results for $\omega_0=0.5$ hartree and $N=2$, 8 and 20.
\end{enumerate}

\section{Solution}

\subsection{(a) The interacting system}

The Hamiltonian in the field is
\begin{equation}
\hat H(F)=\sum_{i=1}^N\left[\frac{\mathbf p_i^2}{2}+\frac{\omega_0^2r_i^2}{2}+Fz_i\right]+\hat W .
\end{equation}
Define the displacement $\mathbf d=-(F/\omega_0^2)\hat{\mathbf z}$. Expanding the square gives
\begin{equation}
\frac{\omega_0^2}{2}|\mathbf r-\mathbf d|^2
=\frac{\omega_0^2r^2}{2}-\omega_0^2\,\mathbf r\cdot\mathbf d+\frac{\omega_0^2d^2}{2}
=\frac{\omega_0^2r^2}{2}+Fz+\frac{F^2}{2\omega_0^2}.
\end{equation}
The field therefore moves the well by $\mathbf d$ and lowers it by $F^2/(2\omega_0^2)$ per electron.

Let $\hat U$ translate all electrons by $\mathbf d$, so that $\hat U\mathbf r_i\hat U^\dagger=\mathbf r_i-\mathbf d$. It leaves every momentum and every difference $\mathbf r_i-\mathbf r_j$ unchanged, and hence also the kinetic energy and $\hat W$. Thus
\begin{equation}
\hat H(F)=\hat U\hat H(0)\hat U^\dagger-\frac{NF^2}{2\omega_0^2}.
\end{equation}
The new ground state is the old one translated by $\mathbf d$, and its density is $n(\mathbf r-\mathbf d)$. Without field $\langle\sum_iz_i\rangle=0$: the total momentum $\hat P_z=\sum_ip_{z,i}$ commutes with the kinetic energy and with $\hat W$, so $[\hat H(0),\hat P_z]=i\omega_0^2\sum_iz_i$, and the expectation value of a commutator with $\hat H(0)$ vanishes in an eigenstate. With field $\langle\sum_iz_i\rangle=Nd_z=-NF/\omega_0^2$. Therefore
\begin{equation}
p=\frac{N}{\omega_0^2}F,\qquad
\boxed{\alpha=\frac{N}{\omega_0^2}},\qquad
E(F)-E(0)=-\frac{NF^2}{2\omega_0^2}=-\frac{\alpha F^2}{2}.
\label{eq:exact}
\end{equation}
No expansion in $F$ or in the interaction was made. The restoring force of the well, $N\omega_0^2d$, balances the electric force $NF$, while the internal forces do not act on the centre of mass.

The argument needs the well to be harmonic only along the field. For a well $\tfrac12\omega_0^2z^2+U(x,y)$ with arbitrary $U$, the translation along $z$ leaves $U$ unchanged, and (\ref{eq:exact}) still holds. If the well is anharmonic along the field, adding $Fz$ is not equivalent to a displacement. The argument above then fails, and nothing forces $\alpha$ to be independent of the interaction. Two electrons on a line (coordinate $x$, field along the line) with the soft-Coulomb repulsion $1/\sqrt{1+(x_1-x_2)^2}$, diagonalized directly at $\omega_0=0.5$ and $F=0.01$, show both cases. In the harmonic well $p/F=8.0000$ with and without repulsion, equal to $2/0.25$, and the energy changes by $-\tfrac12(8)(0.01)^2=-4.0\times10^{-4}$ hartree. When $0.02\,x^4$ is added to the well, $p/F$ is 4.74 without repulsion and 4.38 with it; the second value depends on the softening length, here 1 bohr.

\subsection{(b) Radial equations of LDA response}

The Kohn--Sham potential without field is
\begin{equation}
v_s(r)=\tfrac12\omega_0^2r^2+v_H(r)+v_{xc}(n(r)),
\end{equation}
where $v_H$ is the Hartree potential. For closed shells $n$ and $v_s$ are spherical. The orbitals are $\psi_{nlm}=u_{nl}(r)Y_{lm}/r$, with $h_lu_{nl}=\varepsilon_{nl}u_{nl}$ and
\begin{equation}
h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v_s(r).
\end{equation}

The field has the angular dependence $\cos\theta$. A closed-shell density is rotationally invariant, so its linear response has the same angular dependence. We write the changes of potential and density as $Fv_1(r)\cos\theta$ and $Fn_1(r)\cos\theta$. Next we use
\begin{equation}
\cos\theta\,Y_{lm}=\sum_{l'=l\pm1}c_{l'lm}Y_{l'm},\quad
c_{l+1,lm}^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)},\quad
c_{l-1,lm}^2=\frac{l^2-m^2}{(2l-1)(2l+1)} .
\end{equation}
Since $\cos\theta$ does not connect states of equal $l$, the first-order energies vanish. The first-order orbital is $F\sum_{l'}c_{l'lm}u^{(1)}_{nl,l'}Y_{l'm}/r$, and first-order perturbation theory gives the Sternheimer equation
\begin{equation}
(h_{l'}-\varepsilon_{nl})\,u^{(1)}_{nl,l'}=-v_1u_{nl},\qquad l'=l\pm1 .
\label{eq:stern}
\end{equation}
It is assumed that $\varepsilon_{nl}$ is not an eigenvalue of $h_{l\pm1}$.

The density change contains a factor 2 for spin and a factor 2 from the two cross terms in $|\psi+\delta\psi|^2$:
\begin{equation}
n_1\cos\theta=4\sum_{nl}^{\rm occ}\sum_{l'}\frac{u_{nl}u^{(1)}_{nl,l'}}{r^2}\sum_mc_{l'lm}Y_{lm}^*Y_{l'm}.
\end{equation}
Multiply by $\cos\theta$ and integrate over angles. The left side becomes $4\pi n_1/3$. On the right, $\int Y^*_{lm}\cos\theta\,Y_{l'm}\,d\Omega=c_{l'lm}$, so the sum over $m$ becomes $\sum_mc_{l'lm}^2$. With $\sum_mm^2=l(l+1)(2l+1)/3$,
\begin{align}
\sum_mc_{l+1,lm}^2&=\frac{(l+1)\left[(l+1)-l/3\right]}{2l+3}=\frac{l+1}{3},\\
\sum_mc_{l-1,lm}^2&=\frac{l\left[l-(l+1)/3\right]}{2l-1}=\frac l3 .
\end{align}
Both equal $l_>/3$, where $l_>=\max(l,l')$. Hence
\begin{equation}
n_1(r)=\frac1{\pi r^2}\sum_{nl}^{\rm occ}\sum_{l'=l\pm1}l_>\,u_{nl}(r)\,u^{(1)}_{nl,l'}(r)\equiv(\chi_0v_1)(r).
\label{eq:chi0}
\end{equation}
No projection onto empty orbitals is needed. If $a$ and $b$ are both occupied, the part of $u_a^{(1)}$ along $u_b$ contributes $-l_>u_au_b\langle b|v_1|a\rangle/(\varepsilon_b-\varepsilon_a)$ to the sum. Exchanging $a$ and $b$ reverses the sign, and the two terms cancel.

The perturbing potential consists of the applied part $r$ and the induced part:
\begin{equation}
v_1=r+(K_H+f_{xc})n_1,\qquad f_{xc}=\frac{dv_{xc}}{dn},
\label{eq:v1}
\end{equation}
\begin{equation}
(K_Hn_1)(r)=\frac{4\pi}{3}\left[\frac1{r^2}\int_0^r r'^3n_1(r')\,dr'+r\int_r^\infty n_1(r')\,dr'\right].
\end{equation}
The last line is the dipole term of the multipole expansion of $1/|\mathbf r-\mathbf r'|$. Equations (\ref{eq:chi0}) and (\ref{eq:v1}) are to be solved together. The polarizability then follows from $p=-\int z\,\delta n\,d^3r$:
\begin{equation}
\alpha=-\frac{4\pi}{3}\int_0^\infty r^3n_1(r)\,dr .
\label{eq:alpha}
\end{equation}

\subsection{(c) Closed solution}

First consider noninteracting electrons in the potential $v_s$. If $v_s$ is translated by $\mathbf d$, their density is translated by $\mathbf d$. To first order, with $\mathbf d=-(F/\omega_0^2)\hat{\mathbf z}$,
\begin{equation}
v_s(\mathbf r-\mathbf d)-v_s(\mathbf r)=\frac{F}{\omega_0^2}v_s'(r)\cos\theta,\qquad
n(\mathbf r-\mathbf d)-n(\mathbf r)=\frac{F}{\omega_0^2}n'(r)\cos\theta .
\end{equation}
It follows that
\begin{equation}
\chi_0v_s'=n'.
\label{eq:shift}
\end{equation}
Likewise, translating a charge density translates its Coulomb potential, so $K_Hn'=v_H'$. The chain rule gives $f_{xc}n'=dv_{xc}(n(r))/dr$.

Now try $n_1=n'/\omega_0^2$. Equation (\ref{eq:v1}) yields
\begin{equation}
v_1=r+\frac{v_H'+v_{xc}'}{\omega_0^2}
=\frac{\omega_0^2r+v_H'+v_{xc}'}{\omega_0^2}=\frac{v_s'}{\omega_0^2},
\label{eq:v1sol}
\end{equation}
and by (\ref{eq:shift}) $\chi_0v_1=n'/\omega_0^2$, which is the assumed $n_1$. The trial function therefore solves the self-consistent equations. It is the unique solution if $1-\chi_0(K_H+f_{xc})$ is invertible. Inserting it into (\ref{eq:alpha}) and integrating by parts, with vanishing boundary terms for a localized density, gives
\begin{equation}
\alpha_{\rm LDA}=-\frac{4\pi}{3\omega_0^2}\int_0^\infty r^3n'\,dr
=\frac{4\pi}{\omega_0^2}\int_0^\infty r^2n\,dr=\frac N{\omega_0^2}.
\end{equation}

LDA response thus reproduces (\ref{eq:exact}), even though the LDA density is approximate. The derivation used two properties: the functional has no preferred origin, and the response kernel is the derivative of the potential that produced the ground state. The accuracy of $v_{xc}$ did not enter. Omitting exchange and correlation from both the ground state and the kernel also gives $N/\omega_0^2$.

Omitting $f_{xc}$ from the kernel alone spoils the result, and the sign of the error can be found. Write $S=-\chi_0^{-1}$ in the space of dipolar density changes. $S$ is positive when the lowest levels are filled, because $-\chi_0$ is a sum of squared matrix elements divided by positive excitation energies. The response equation becomes $(S+K_H+f_{xc})n_1=-r$, so $\alpha$ is the expectation value of $(S+K_H+f_{xc})^{-1}$ in the function $z$. If the LDA ground state is stable, $S+K_H+f_{xc}$ is positive. Dropping a negative $f_{xc}$ makes this operator larger and its inverse smaller, so the polarizability comes out too small.

\subsection{(d) The response function $\chi_0$ alone}

Setting $v_1=r$ describes independent electrons in a fixed potential $v_s$. Let $i$ run over occupied and $a$ over empty spin orbitals of $h=\mathbf p^2/2+v_s$, and define
\begin{equation}
\omega_{ai}=\varepsilon_a-\varepsilon_i>0,\qquad f_{ai}=2\omega_{ai}|\langle a|z|i\rangle|^2\ge0 .
\end{equation}
Second-order perturbation theory gives
\begin{equation}
\alpha_0=2\sum_{ia}\frac{|\langle a|z|i\rangle|^2}{\omega_{ai}}=\sum_{ia}\frac{f_{ai}}{\omega_{ai}^2}.
\end{equation}

Two further sums are needed. In both, $a$ may run over all orbitals, since $f_{ai}$ and $f_{ai}\omega_{ai}^2$ change sign when two occupied orbitals are exchanged. For a Hermitian operator $B$, expanding the double commutator gives
\begin{equation}
\langle i|[B,[h,B]]|i\rangle=2\langle i|BhB|i\rangle-2\varepsilon_i\langle i|B^2|i\rangle
=2\sum_a\omega_{ai}|\langle a|B|i\rangle|^2 .
\end{equation}
For $B=z$, $[h,z]=-ip_z$ and $[z,-ip_z]=1$, so
\begin{equation}
\sum_{ia}f_{ai}=N .
\end{equation}
The same commutator gives $\omega_{ai}\langle a|z|i\rangle=-i\langle a|p_z|i\rangle$, hence $f_{ai}\omega_{ai}^2=2\omega_{ai}|\langle a|p_z|i\rangle|^2$. For $B=p_z$, $[h,p_z]=i\,\partial_zv_s$ and $[p_z,i\,\partial_zv_s]=\partial_z^2v_s$. Therefore
\begin{equation}
\sum_{ia}f_{ai}\omega_{ai}^2=\int n\,\partial_z^2v_s\,d^3r\equiv N\mathcal K ,
\end{equation}
where $\mathcal K$ is the density-averaged curvature of the Kohn--Sham well.

By spherical symmetry $\partial_z^2$ may be replaced by $\nabla^2/3$ under the integral. The three parts of $v_s$ contribute through $\nabla^2(\omega_0^2r^2/2)=3\omega_0^2$, $\nabla^2v_H=-4\pi n$, and $\int n\nabla^2v_{xc}\,d^3r=-\int f_{xc}|\nabla n|^2d^3r$ after integration by parts. This gives
\begin{equation}
\mathcal K=\omega_0^2-\frac{4\pi}{3N}\int n^2d^3r-\frac1{3N}\int f_{xc}|\nabla n|^2d^3r .
\label{eq:K}
\end{equation}
Hartree repulsion flattens the well. Since $f_{xc}<0$, exchange and correlation act in the opposite direction. The signs alone do not decide which of the two terms is larger, so $\mathcal K$ must be evaluated case by case; in the systems of part (e) the Hartree term is the larger one.

The Cauchy--Schwarz inequality for $\sqrt{f_{ai}}/\omega_{ai}$ and $\sqrt{f_{ai}}\,\omega_{ai}$ yields
\begin{equation}
N^2=\Big(\sum_{ia}f_{ai}\Big)^2\le\alpha_0\,N\mathcal K
\quad\Longrightarrow\quad \boxed{\alpha_0\ge\frac N{\mathcal K}} .
\label{eq:bound}
\end{equation}
If $\mathcal K<\omega_0^2$, then $\alpha_0>N/\omega_0^2$, and $\chi_0$ alone cannot give the correct polarizability. An upper bound follows from the lowest dipole-allowed transition energy $\omega_{\min}$: replacing every $\omega_{ai}$ by it gives $\alpha_0\le N/\omega_{\min}^2$. Without interaction $v_s$ is the bare harmonic well, and (\ref{eq:shift}) reduces to $\chi_0r=n'/\omega_0^2$. In that case $\chi_0$ alone is exact.

\subsection{(e) Closed shells at $\omega_0=0.5$ hartree}

The LDA consists of Slater exchange and Perdew--Wang correlation. The filled shells are $1s$ for $N=2$, $1s\,1p$ for $N=8$, and $1s\,1p\,1d\,2s$ for $N=20$. Solving the equations of part (b) on a radial grid gives the following polarizabilities in bohr$^3$. The column $K_H$ uses the LDA ground state but omits $f_{xc}$ from the response.

\begin{center}
\begin{tabular}{rrrrrr}
\hline
$N$ & $N/\omega_0^2$ & LDA & $K_H$ & $\chi_0$ alone & $N/\mathcal K$\\
\hline
2 & 8 & 8.000 & 6.36 & 11.54 & 11.28\\
8 & 32 & 32.000 & 27.66 & 75.68 & 66.38\\
20 & 80 & 80.000 & 72.11 & 285.88 & 218.45\\
\hline
\end{tabular}
\end{center}

For $N=8$ the exact value is $8/0.25=32$ bohr$^3$, or 4.742 \AA$^3$, and self-consistent LDA response agrees with it. The response function $\chi_0$ alone gives 75.7 bohr$^3$, or 11.21 \AA$^3$, which is 2.37 times the exact value. For $N=2$ and 20 this ratio is 1.44 and 3.57.

The curvature (\ref{eq:K}) for $N=8$ is
\begin{equation}
\mathcal K=0.2500-0.1693+0.0398=0.1205 ,
\end{equation}
less than half of $\omega_0^2$. The condition for failure of $\chi_0$ alone is thus met, and it is also met for the other two systems, where $\mathcal K=0.177$ and $0.092$. With $\omega_{\min}=0.3131$ hartree, the two bounds for $N=8$ are
\begin{equation}
66.4\le\alpha_0\le\frac{8}{(0.3131)^2}=81.6\ \text{bohr}^3,
\end{equation}
and the computed 75.7 lies between them.

The induced potential removes the excess. At $r=2$ bohr the applied perturbation is $v_1=2$ and the total one is 0.115, so the induced part is $-1.885$. By (\ref{eq:v1sol}) the slope of the Kohn--Sham well at this radius is $0.25\times0.115=0.029$ hartree/bohr, compared with $0.25\times2=0.5$ for the bare well. The reduction cannot be uniform in $r$. The ratio of total to applied perturbation at this radius is $0.115/2=0.0575$. If $v_1$ were $0.0575\,r$ everywhere, linearity would give $\alpha=0.0575\times75.7=4.4$ bohr$^3$ instead of 32. In fact $v_1/r=v_s'/(\omega_0^2r)$ is negative for $r$ up to about 1.5 bohr, where the Kohn--Sham well has a shallow central hump and the field is overscreened. It changes sign before $r=2$ bohr and rises to 0.36 at 3 bohr and 0.67 at 4 bohr.

Three controls for $N=8$ separate consistency from accuracy:
\begin{itemize}
\item Hartree response on a Hartree ground state gives 32.000 bohr$^3$, although exchange and correlation are absent. There $\chi_0$ alone gives 90.3 bohr$^3$.
\item Hartree response on the LDA ground state gives 27.7 bohr$^3$, which is 14\% below the exact value. The sign is the one derived in part (c).
\item With the interaction switched off, $\chi_0$ alone gives 32.000 bohr$^3$.
\end{itemize}

The numerical check also tests the rigid displacement of the density, the sum rules of part (d) and the bound (\ref{eq:bound}) for each system.

\section*{Calculated quantities}
\begin{verbatim}
well frequency w0 = 0.500 hartree
w0 squared = 0.2500 a.u.
Two electrons on a line, direct diagonalization
field = 0.010 a.u.; quartic coefficient = 0.020 a.u.
N/w0^2 = 8.00000 a.u.
harmonic, repulsion on: alpha = 8.00000 a.u.
harmonic, repulsion off: alpha = 8.00000 a.u.
harmonic, repulsion on: energy shift = -4.0000e-04 hartree
quartic added, repulsion on: alpha = 4.3811 a.u.
quartic added, repulsion off: alpha = 4.7375 a.u.
LDA closed shells, N = 2
  exact N/w0^2 = 8.0000 bohr^3
  self-consistent LDA alpha = 8.0000 bohr^3
  chi0 alone = 11.5353 bohr^3
  ratio chi0 alone / exact = 1.4419
  Hartree kernel only = 6.3643 bohr^3
  curvature, Hartree part = -0.13763 a.u.
  curvature, xc part = 0.06496 a.u.
  mean curvature of KS well = 0.17734 a.u.
  lower bound on chi0 value = 11.2780 bohr^3
  lowest dipole KS transition = 0.4160 hartree
LDA closed shells, N = 8
  exact N/w0^2 = 32.0000 bohr^3
  self-consistent LDA alpha = 32.0000 bohr^3
  chi0 alone = 75.6816 bohr^3
  ratio chi0 alone / exact = 2.3651
  Hartree kernel only = 27.6554 bohr^3
  curvature, Hartree part = -0.16925 a.u.
  curvature, xc part = 0.03978 a.u.
  mean curvature of KS well = 0.12053 a.u.
  lower bound on chi0 value = 66.3761 bohr^3
  lowest dipole KS transition = 0.3131 hartree
LDA closed shells, N = 20
  exact N/w0^2 = 80.0000 bohr^3
  self-consistent LDA alpha = 80.0000 bohr^3
  chi0 alone = 285.8766 bohr^3
  ratio chi0 alone / exact = 3.5735
  Hartree kernel only = 72.1106 bohr^3
  curvature, Hartree part = -0.18636 a.u.
  curvature, xc part = 0.02792 a.u.
  mean curvature of KS well = 0.09156 a.u.
  lower bound on chi0 value = 218.4468 bohr^3
  lowest dipole KS transition = 0.2473 hartree
N = 8, further results
radius of comparison = 2.00 bohr
bare perturbation there = 2.0000 hartree per a.u. of field
total perturbation there = 0.1150 hartree per a.u. of field
LDA alpha = 4.7419 cubic angstrom
chi0 alone = 11.2149 cubic angstrom
Hartree ground state, chi0 alone = 90.2750 bohr^3
Hartree ground state and kernel = 32.0000 bohr^3
no interaction, chi0 alone = 32.0000 bohr^3
\end{verbatim}
